# Algebraic decay of positional order in a planar harmonic crystal: test program

```python
"""Result under test: in a planar harmonic crystal at temperature T,
C_G(R) = <exp(i G.[u(R)-u(0)])> decays as R**(-eta), with
eta = kT G^2 (3 mu + lam) / (4 pi mu (2 mu + lam)).
u: displacement; G: reciprocal-lattice vector; lam, mu: 2D Lame constants (N/m).
The test lattice is triangular, with bond springs and a triangle-area stiffness.
Lattice wavevectors are in units of 1/a; stiffness matrices are in N/m.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_B, hbar, e as charge
from scipy.integrate import quad

# Example inputs: round values in the regime of a supported MoS2 monolayer
a = 0.32e-9
mu, lam = 50.0, 30.0
T = 300.0
rho = 3.0e-6
kappa = 10.0 * charge      # bending rigidity, J
k_z = 1.0e20               # vertical support stiffness, N/m^3
k_s = 1.0e19               # in-plane pinning of a registered support, N/m^3
kT = k_B * T
G = 4 * np.pi / (np.sqrt(3) * a)
cell = np.sqrt(3) / 2 * a**2
eta = kT * G**2 * (3*mu + lam) / (4*np.pi*mu*(2*mu + lam))
aniso = kT * G**2 * (mu + lam) / (8*np.pi*mu*(2*mu + lam))
young = 4*mu*(mu + lam) / (2*mu + lam)

A1 = np.array([1.0, 0.0])
A2 = np.array([0.5, np.sqrt(3) / 2])
spring = 4 * mu / np.sqrt(3)
area_stiff = lam - mu


def stiffness(t1, t2):
    """xx, yy, xy elements of the lattice stiffness; t1, t2 = q.A1, q.A2."""
    xx = yy = xy = 0.0
    for phase, n in ((t1, A1), (t2, A2), (t2 - t1, A2 - A1)):
        w = 2 * spring * (1 - np.cos(phase))
        xx = xx + w*n[0]**2
        yy = yy + w*n[1]**2
        xy = xy + w*n[0]*n[1]
    for tri in (((0, 0), (1, 0), (0, 1)), ((0, 0), (0, 1), (-1, 1))):
        pos = np.array([i*A1 + j*A2 for i, j in tri])
        grad = np.linalg.inv(np.column_stack([np.ones(3), pos]))[1:]
        waves = [np.exp(1j*(i*t1 + j*t2)) for i, j in tri]
        bx = sum(grad[0, v]*waves[v] for v in range(3))
        by = sum(grad[1, v]*waves[v] for v in range(3))
        w = area_stiff * np.sqrt(3) / 4
        xx = xx + w*np.abs(bx)**2
        yy = yy + w*np.abs(by)**2
        xy = xy + w*(np.conj(bx)*by).real
    return xx, yy, xy


def zone(N):
    t = 2*np.pi*np.arange(N)/N
    return stiffness(t[:, None], t[None, :])


def free_inverse(N):
    """xx and yy of the inverse stiffness, uniform translation removed."""
    xx, yy, xy = zone(N)
    det = xx*yy - xy**2
    det[0, 0] = 1.0
    assert det.min() > 0 and (xx + yy).min() > -1e-9   # mechanical stability
    gx, gy = yy/det, xx/det
    gx[0, 0] = gy[0, 0] = 0.0
    return gx, gy


# Lattice strain energy defines the Lame constants
strain = np.array([[0.7, 0.2], [0.2, -0.3]])
bond_energy = sum(0.5*spring*(n @ strain @ n)**2 for n in (A1, A2, A2 - A1))
density = bond_energy/(np.sqrt(3)/2) + 0.5*area_stiff*np.trace(strain)**2
assert np.isclose(density, mu*np.sum(strain**2) + 0.5*lam*np.trace(strain)**2)

# Long-wave lattice stiffness against the acoustic tensor
q = 1e-3*np.array([np.cos(0.37), np.sin(0.37)])
xx, yy, xy = stiffness(q @ A1, q @ A2)
acoustic = mu*(q @ q)*np.eye(2) + (lam + mu)*np.outer(q, q)
found = np.array([[xx, xy], [xy, yy]])/(np.sqrt(3)/2)
assert np.allclose(found, acoustic, rtol=1e-5, atol=1e-10)

# Boltzmann average by direct quadrature against the Gaussian formula
M = acoustic/(mu*(q @ q))
g = np.array([1.3, -0.7])
s = np.linspace(-9, 9, 601)
X, Y = np.meshgrid(s, s, indexing="ij")
weight = np.exp(-0.5*(M[0, 0]*X*X + 2*M[0, 1]*X*Y + M[1, 1]*Y*Y))
direct = np.sum(weight*np.cos(g[0]*X + g[1]*Y))/weight.sum()
assert abs(direct - np.exp(-0.5*g @ np.linalg.solve(M, g))) < 1e-9

# Continuum wavevector integral with circular cutoff, G at angle phi from R
cut_R, phi = 100.0, 0.4
x = (np.arange(4000) + 0.5)*cut_R/4000
theta = 2*np.pi*np.arange(720)/720
long_part = np.cos(theta - phi)**2
inv_stiff = (1 - long_part)/mu + long_part/(2*mu + lam)
kernel = (1 - np.cos(np.outer(x, np.cos(theta)))) @ inv_stiff*2*np.pi/720
cont_direct = kT*G**2/(4*np.pi**2)*np.sum(kernel/x)*cut_R/4000
cont_formula = eta*(np.log(cut_R/2) + np.euler_gamma) - aniso*np.cos(2*phi)
assert abs(cont_direct/cont_formula - 1) < 1e-3  # neglected tail ~ cut_R**-1.5

# Full lattice sum; separations run along A1 (the x axis)
N = 1024
gx, gy = free_inverse(N)
Sx = np.fft.ifft2(gx).real[:, 0]
Sy = np.fft.ifft2(gy).real[:, 0]
log_par = kT*G**2*(Sx[0] - Sx)    # -ln C, polarization along R
log_perp = kT*G**2*(Sy[0] - Sy)   # -ln C, polarization across R
eta_par = (log_par[30] - log_par[10])/np.log(3)
eta_perp = (log_perp[30] - log_perp[10])/np.log(3)
# 1%: leftover lattice terms (a/R)^2 and periodic-image terms (R/L)^2
assert abs(eta_par/eta - 1) < 0.01 and abs(eta_perp/eta - 1) < 0.01
aniso_lattice = (log_perp[20] - log_par[20])/2
assert abs(aniso_lattice/aniso - 1) < 0.03

# One-site average falls with crystal size at half the pair exponent
site = [0.5*kT*G**2*free_inverse(n)[1].mean() for n in (256, 512)]
site.append(0.5*kT*G**2*Sy[0])
size_exp = (site[2] - site[1])/np.log(2)
assert abs(size_exp/(eta/2) - 1) < 0.01
assert abs((site[1] - site[0])/np.log(2)/(eta/2) - 1) < 0.01

# Quantum addition to the displacement correlation
Nq = 256
xx, yy, xy = zone(Nq)
D = np.stack([np.stack([xx, xy], -1), np.stack([xy, yy], -1)], -2)
val, vec = np.linalg.eigh(D)
val[0, 0] = 1.0
mass = rho*cell
half = 0.5*hbar*np.sqrt(val/mass)/kT
extra = kT/val*(half/np.tanh(half) - 1)
extra[0, 0] = hbar**2/(12*mass*kT)
extra_yy = np.sum(vec[..., 1, :]**2*extra, axis=-1)
Sq = np.fft.ifft2(extra_yy).real[:, 0]
assert np.max(np.abs(Sq[10:31])) < 1e-3*Sq[0]   # short ranged: exponent kept
quantum_shift = G**2*Sq[0]

# In-plane pinning: plateau of -ln C at infinite separation
xx, yy, xy = zone(N)


def plateau(pin):
    p = pin*cell
    return kT*G**2*np.mean((xx + p)/((xx + p)*(yy + p) - xy**2))


pin_slope = (plateau(k_s/64) - plateau(k_s/16))/np.log(2)
assert abs(pin_slope/eta - 1) < 0.01
C_pinned = np.exp(-plateau(k_s))
xi = np.sqrt(mu/k_s)


# Bending: extra areal compliance from the tension dependence of rippling
def ripple(tension):
    f = lambda p: p**3/(p**4 + tension*p**2 + 1)/(4*np.pi)
    return quad(f, 0, 10, epsabs=1e-12)[0] + quad(
        f, 10, 200, epsabs=1e-12, limit=200)[0]


assert abs((ripple(-0.01) - ripple(0.01))/0.02*32 - 1) < 1e-3
ell = (kappa/k_z)**0.25
soft = (lam + mu)*kT*ell**2/(32*kappa**2)
q_free = np.sqrt((lam + mu)*kT/(8*np.pi*kappa**2))
# Free sheet: compliance integral above the smallest wavevector
free_int = quad(lambda p: p**-3, 1, np.inf)[0]/(4*np.pi)
assert np.isclose((lam + mu)*kT/kappa**2*free_int/q_free**2, 1)

# Dislocation with unit Burgers vector: equilibrium and energy per ln(size)
px, py = sp.symbols("x y", real=True)
sm, sl = sp.Integer(int(mu)), sp.Integer(int(lam))
nu = sl/(2*sm + sl)
r2 = px**2 + py**2
ux = (sp.atan(py/px) + (1 + nu)/2*px*py/r2)/(2*sp.pi)
uy = -((1 - nu)*sp.log(r2) + (1 + nu)*(px**2 - py**2)/r2)/(8*sp.pi)
exx, eyy = sp.diff(ux, px), sp.diff(uy, py)
exy = (sp.diff(ux, py) + sp.diff(uy, px))/2
sxx = 2*sm*exx + sl*(exx + eyy)
syy = 2*sm*eyy + sl*(exx + eyy)
sxy = 2*sm*exy
assert sp.simplify(sp.diff(sxx, px) + sp.diff(sxy, py)) == 0
assert sp.simplify(sp.diff(sxy, px) + sp.diff(syy, py)) == 0
energy = sp.lambdify((px, py), (sxx*exx + syy*eyy + 2*sxy*exy)/2, "numpy")
ang = 2*np.pi*(np.arange(360) + 0.3)/360
per_log = 2*np.pi*np.mean(energy(np.cos(ang), np.sin(ang)))
assert np.isclose(per_log, young/(8*np.pi), rtol=1e-8)

# Worked example
B = np.exp(-log_perp[20])*20**eta
B_par = np.exp(-log_par[20])*20**eta
debye = np.sqrt(4*np.pi/cell)
B_cont = np.exp(-eta*(np.log(debye*a/2) + np.euler_gamma) - aniso)
stretch = np.sqrt(2*kT*(Sx[0] - Sx[1]))/a

print(f"lattice constant a = {a*1e9:.2f} nm")
print(f"mu = {mu:.1f} N/m, lambda = {lam:.1f} N/m")
print(f"2D Young modulus Y = {young:.1f} N/m")
print(f"temperature = {T:.0f} K, kT = {kT/charge*1e3:.2f} meV")
print(f"shortest |G| = {G*1e-9:.3f} 1/nm")
print(f"kT G^2 = {kT*G**2:.4f} N/m")
print(f"exponent eta, formula = {eta:.6f}")
print(f"eta, lattice, u along R = {eta_par:.6f}")
print(f"eta, lattice, u across R = {eta_perp:.6f}")
print(f"eta for sqrt(3)|G| = {3*eta:.6f}")
print(f"eta at 400 K = {eta*400/T:.6f}")
print(f"transverse share of eta = {(2*mu+lam)/(3*mu+lam):.4f}")
print(f"angular term, formula = {aniso:.6f}")
print(f"angular term, lattice = {aniso_lattice:.6f}")
print(f"one-site size exponent, lattice = {size_exp:.6f}")
print(f"one-site size exponent, eta/2 = {eta/2:.6f}")
print(f"continuum integral, direct = {cont_direct:.6f}")
print(f"continuum integral, formula = {cont_formula:.6f}")
print(f"amplitude B, G across R, lattice = {B:.5f}")
print(f"amplitude B, G along R, lattice = {B_par:.5f}")
print(f"amplitude B, G across R, Debye cutoff = {B_cont:.5f}")
for n in (1, 5, 10, 30):
    print(f"R = {n:2d} a: C lattice {np.exp(-log_perp[n]):.5f}, "
          f"power law {B*n**-eta:.5f}")
for R in (10e-9, 100e-9, 1e-6, 10e-6):
    print(f"C at R = {R*1e9:.0f} nm, G across R = {B*(R/a)**-eta:.4f}")
print(f"log10(R/a) where C = 0.5: {np.log(B/0.5)/eta/np.log(10):.1f}")
print(f"areal mass = {rho:.1e} kg/m^2")
print(f"quantum addition to -ln C = {quantum_shift:.6f}")
print(f"assumed pinning k_s = {k_s:.1e} N/m^3")
print(f"pinning length xi = {xi*1e9:.2f} nm")
print(f"C plateau with this pinning = {C_pinned:.4f}")
print(f"plateau slope per ln(xi), lattice = {pin_slope:.6f}")
print(f"k_s giving xi = 1000 nm: {mu/1e-12:.1e} N/m^3")
print(f"bending rigidity = {kappa/charge:.1f} eV")
print(f"vertical support k_z = {k_z:.1e} N/m^3")
print(f"bending length ell = {ell*1e9:.3f} nm")
print(f"supported: added areal compliance = {soft*100:.4f} %")
print(f"free sheet: size for 100 % addition = {2*np.pi/q_free*1e9:.0f} nm")
print(f"Y a^2/kT = {young*a**2/kT:.0f}")
print(f"dislocation threshold 16 pi = {16*np.pi:.2f}")
print(f"rms neighbour stretch / a = {stretch*100:.2f} %")
print("PASS")
```

It prints:

```
lattice constant a = 0.32 nm
mu = 50.0 N/m, lambda = 30.0 N/m
2D Young modulus Y = 123.1 N/m
temperature = 300 K, kT = 25.85 meV
shortest |G| = 22.672 1/nm
kT G^2 = 2.1291 N/m
exponent eta, formula = 0.004692
eta, lattice, u along R = 0.004693
eta, lattice, u across R = 0.004684
eta for sqrt(3)|G| = 0.014076
eta at 400 K = 0.006256
transverse share of eta = 0.7222
angular term, formula = 0.001043
angular term, lattice = 0.001043
one-site size exponent, lattice = 0.002346
one-site size exponent, eta/2 = 0.002346
continuum integral, direct = 0.020339
continuum integral, formula = 0.020337
amplitude B, G across R, lattice = 0.99098
amplitude B, G along R, lattice = 0.99305
amplitude B, G across R, Debye cutoff = 0.99325
R =  1 a: C lattice 0.99084, power law 0.99098
R =  5 a: C lattice 0.98352, power law 0.98353
R = 10 a: C lattice 0.98033, power law 0.98033
R = 30 a: C lattice 0.97530, power law 0.97529
C at R = 10 nm, G across R = 0.9751
C at R = 100 nm, G across R = 0.9646
C at R = 1000 nm, G across R = 0.9543
C at R = 10000 nm, G across R = 0.9440
log10(R/a) where C = 0.5: 63.3
areal mass = 3.0e-06 kg/m^2
quantum addition to -ln C = 0.000427
assumed pinning k_s = 1.0e+19 N/m^3
pinning length xi = 2.24 nm
C plateau with this pinning = 0.9819
plateau slope per ln(xi), lattice = 0.004694
k_s giving xi = 1000 nm: 5.0e+13 N/m^3
bending rigidity = 10.0 eV
vertical support k_z = 1.0e+20 N/m^3
bending length ell = 0.356 nm
supported: added areal compliance = 0.0511 %
free sheet: size for 100 % addition = 88 nm
Y a^2/kT = 3043
dislocation threshold 16 pi = 50.27
rms neighbour stretch / a = 1.59 %
PASS
```
